# Unbiased Integer Branching with Minimum Variance in Diffusion Monte Carlo: verification in Python

```python
# Result under test: n = int(w + u), u uniform on [0,1), has mean w and
# variance f(1-f), f = w - floor(w), the least possible for an integer n
# with mean w. Also tested: consequences for a population of walkers and
# for one branching step of diffusion Monte Carlo.
# w: weight, n: number of copies, A: local energy of a walker (hartree),
# tau: time step (1/hartree), a: exponent of the trial function exp(-a x^2/2).
import numpy as np
import sympy as sp
from scipy.integrate import quad
from scipy.optimize import linprog
from scipy.special import erfc
from scipy.stats import poisson


def added_variance(w):
    f = w - np.floor(w)
    return f * (1 - f)


# --- One walker: average over u from the definition -------------------
# Midpoints of 1000 equal cells are exact for weights with <= 3 decimals.
u_fine = (np.arange(1000) + 0.5) / 1000
k = np.arange(11)
print("One walker: w, mean n, variance n, least variance (lin. program)")
for w in (0.3, 1.0, 1.37, 2.5, 3.92):
    n = np.floor(w + u_fine)
    assert abs(n.mean() - w) < 1e-12
    assert abs(n.var() - added_variance(w)) < 1e-12
    # Search over all distributions on 0..10 with mean w.
    best = linprog(k**2, A_eq=np.array([np.ones(11), k]), b_eq=[1, w],
                   bounds=(0, 1), method="highs")
    assert best.success
    least = best.fun - w**2
    assert abs(least - added_variance(w)) < 1e-7
    frequencies = np.array([(n == j).mean() for j in k])
    assert np.allclose(best.x, frequencies, atol=1e-7)
    print(f"  {w:.2f}  {n.mean():.4f}  {n.var():.4f}  {abs(least):.4f}")

w_single = 1.37
counts = np.arange(80)
pmf = poisson.pmf(counts, w_single)
poisson_mean = np.sum(counts * pmf)
poisson_var = np.sum(counts**2 * pmf) - poisson_mean**2
assert abs(poisson_mean - w_single) < 1e-10
assert poisson_var > added_variance(w_single)
nearest = int(w_single + 0.5)
print(f"w = {w_single}: Poisson copies, mean {poisson_mean:.4f}, "
      f"variance {poisson_var:.4f}")
print(f"w = {w_single}: nearest integer {nearest}, "
      f"bias {nearest - w_single:.2f}")

# --- Five walkers: every combination of u on an exact grid ------------
# Weights are multiples of 1/20, so 20 midpoints per walker are exact.
weights = np.array([0.35, 1.60, 0.90, 1.25, 2.70])
A = np.array([-0.70, -0.40, -0.50, -0.60, -0.45])
u20 = (np.arange(20) + 0.5) / 20
total = np.zeros((1,) * 5)
energy_sum = np.zeros((1,) * 5)
for i in range(5):
    shape = [1] * 5
    shape[i] = 20
    copies = np.floor(weights[i] + u20).reshape(shape)
    total = total + copies
    energy_sum = energy_sum + A[i] * copies
W = weights.sum()
S_exact = weights @ A
v = added_variance(weights)
assert abs(total.mean() - W) < 1e-9
assert abs(energy_sum.mean() - S_exact) < 1e-9
assert abs(total.var() - v.sum()) < 1e-9
assert abs(energy_sum.var() - np.sum(A**2 * v)) < 1e-9

R = S_exact / W
ratio_mean = (energy_sum / total).mean()
bias = ratio_mean - R
bias_second_order = np.sum((R - A) * v) / W**2
assert abs(bias) > 1e-4
# The formula drops higher orders in 1/W, about a tenth for W near 7.
assert abs(bias / bias_second_order - 1) < 0.25

# One shared u for all walkers, applied to the cumulative weights.
C = np.concatenate(([0.0], np.cumsum(weights)))
comb = np.diff(np.floor(C[:, None] + u20[None, :]), axis=0)
for i in range(5):
    alone = np.floor(weights[i] + u20)
    assert np.array_equal(np.sort(comb[i]), np.sort(alone))
comb_total = comb.sum(axis=0)
comb_S = A @ comb
assert abs(comb_total.mean() - W) < 1e-12
assert abs(comb_S.mean() - S_exact) < 1e-12
assert abs(comb_total.var() - added_variance(W)) < 1e-12
assert comb_total.var() < total.var()

print("Five walkers: weight, local energy (hartree), f(1-f)")
for wi, ai, vi in zip(weights, A, v):
    print(f"  {wi:.2f}  {ai:.2f}  {vi:.4f}")
print(f"Total weight W = {W:.2f}, mean total copies = {total.mean():.4f}")
print(f"Variance of total copies, independent u: {total.var():.4f}")
print(f"Variance of total copies, one shared u:  {comb_total.var():.4f}")
print(f"Weighted energy sum = {S_exact:.4f} hartree, "
      f"mean after branching = {energy_sum.mean():.4f} hartree")
print(f"Variance of energy sum, independent u: "
      f"{energy_sum.var():.5f} hartree^2")
print(f"Variance of energy sum, one shared u:  {comb_S.var():.5f} hartree^2")
print(f"Weighted mean energy R = {R:.6f} hartree")
print(f"Mean of ratio after branching = {ratio_mean:.6f} hartree")
print(f"Ratio bias = {bias:.6f} hartree, "
      f"second-order formula = {bias_second_order:.6f} hartree")

# --- Harmonic oscillator, one branching step --------------------------
xs, s = sp.symbols("x a", positive=True)
psi = sp.exp(-s * xs**2 / 2)
local = -sp.diff(psi, xs, 2) / (2 * psi) + xs**2 / 2
assert sp.simplify(local - (s / 2 + (1 - s**2) * xs**2 / 2)) == 0

a = 0.8
sigma = np.sqrt(1 / (2 * a))


def E_local(x):
    return a / 2 + (1 - a**2) * x**2 / 2


def average(g):
    """Average of an even function g(x) over the normalized psi^2."""
    def integrand(x):
        return 2 * g(x) * np.sqrt(a / np.pi) * np.exp(-a * x**2)
    parts = [(0, sigma), (sigma, 4 * sigma), (4 * sigma, 12 * sigma)]
    return sum(quad(integrand, lo, hi, epsabs=1e-15, epsrel=1e-10)[0]
               for lo, hi in parts)


E_T = average(E_local)
var_E = average(lambda x: (E_local(x) - E_T)**2)
mean_abs = average(lambda x: abs(E_local(x) - E_T))
phi1 = np.exp(-0.5) / np.sqrt(2 * np.pi)
assert abs(mean_abs - phi1 * (1 - a**2) / a) < 1e-9


def step_variances(tau):
    def weight(x):
        return np.exp(-tau * (E_local(x) - E_T))
    mean_w = average(weight)
    var_w = average(lambda x: (weight(x) - mean_w)**2)
    return mean_w, var_w, average(lambda x: added_variance(weight(x)))


print(f"Oscillator: a = {a}, E_T = {E_T:.4f} hartree, "
      f"Var E_L = {var_E:.6f} hartree^2")
print(f"Mean |E_L - E_T| = {mean_abs:.6f} hartree")
print("tau (1/hartree), mean w, Var w, mean f(1-f), their ratio, "
      "mean f(1-f)/tau (hartree)")
deviation = {}
for tau in (1.0, 0.1, 0.01, 0.001):
    mean_w, var_w, extra = step_variances(tau)
    deviation[tau] = abs(extra / tau - mean_abs)
    print(f"  {tau:g}  {mean_w:.6f}  {var_w:.4e}  {extra:.4e}  "
          f"{extra / var_w:.2f}  {extra / tau:.6f}")
# At the smallest tau the leading terms hold up to corrections of order tau.
assert deviation[0.001] / mean_abs < 1e-3
assert 9 < deviation[0.01] / deviation[0.001] < 11
assert abs(var_w / 0.001**2 / var_E - 1) < 1e-3

# Direct simulation of the branching step at tau = 1, where both parts of
# the variance are large enough to be seen above the sampling error.
rng = np.random.default_rng(2024)
samples = 2_000_000
x = rng.normal(0, sigma, samples)
n = np.floor(np.exp(-(E_local(x) - E_T)) + rng.random(samples))
mean_w, var_w, extra = step_variances(1.0)
error_var = np.std((n - n.mean())**2) / np.sqrt(samples)
assert abs(n.mean() - mean_w) < 5 * n.std() / np.sqrt(samples)
assert abs(n.var() - (var_w + extra)) < 5 * error_var
assert var_w > 20 * error_var and extra > 20 * error_var
print(f"tau = 1: simulated Var n = {n.var():.5f} +- {error_var:.5f}, "
      f"Var w + mean f(1-f) = {var_w + extra:.5f}")

# Nearest-integer rounding changes the copy number only where w < 1/2.
tau = 0.1
x_half = np.sqrt(sigma**2 + 2 * np.log(2) / (tau * (1 - a**2)))
assert abs(np.exp(-tau * (E_local(x_half) - E_T)) - 0.5) < 1e-9
assert np.exp(-tau * (E_local(0.0) - E_T)) < 1.5
p_half = erfc(x_half / (sigma * np.sqrt(2)))
assert p_half < 1e-10
print(f"tau = {tau}: w < 1/2 only for |x| > {x_half:.3f} bohr, "
      f"probability {p_half:.1e}")
print("verified")
```

It prints:

```
One walker: w, mean n, variance n, least variance (lin. program)
  0.30  0.3000  0.2100  0.2100
  1.00  1.0000  0.0000  0.0000
  1.37  1.3700  0.2331  0.2331
  2.50  2.5000  0.2500  0.2500
  3.92  3.9200  0.0736  0.0736
w = 1.37: Poisson copies, mean 1.3700, variance 1.3700
w = 1.37: nearest integer 1, bias -0.37
Five walkers: weight, local energy (hartree), f(1-f)
  0.35  -0.70  0.2275
  1.60  -0.40  0.2400
  0.90  -0.50  0.0900
  1.25  -0.60  0.1875
  2.70  -0.45  0.2100
Total weight W = 6.80, mean total copies = 6.8000
Variance of total copies, independent u: 0.9550
Variance of total copies, one shared u:  0.1600
Weighted energy sum = -3.3000 hartree, mean after branching = -3.3000 hartree
Variance of energy sum, independent u: 0.28240 hartree^2
Variance of energy sum, one shared u:  0.06575 hartree^2
Weighted mean energy R = -0.485294 hartree
Mean of ratio after branching = -0.484397 hartree
Ratio bias = 0.000898 hartree, second-order formula = 0.000947 hartree
Oscillator: a = 0.8, E_T = 0.5125 hartree, Var E_L = 0.025312 hartree^2
Mean |E_L - E_T| = 0.108887 hartree
tau (1/hartree), mean w, Var w, mean f(1-f), their ratio, mean f(1-f)/tau (hartree)
  1  1.011091  1.7693e-02  8.5179e-02  4.81  0.085179
  0.1  1.000125  2.4226e-04  1.0572e-02  43.64  0.105722
  0.01  1.000001  2.5199e-06  1.0856e-03  430.80  0.108559
  0.001  1.000000  2.5301e-08  1.0885e-04  4302.34  0.108854
tau = 1: simulated Var n = 0.10299 +- 0.00021, Var w + mean f(1-f) = 0.10287
tau = 0.1: w < 1/2 only for |x| > 6.256 bohr, probability 2.5e-15
verified
```
